# Dimensionally regularized ⟨V³⟩ and ⟨(∇V)²⟩ in the Coulomb 1S state, part 1

(Sections cited here and not found follow in the second part.)

## Problem

A particle of mass $m$ is bound to a point charge of infinite mass. Units are $\hbar=c=1$, space has $d=3-2\varepsilon$ dimensions, and the Hamiltonian is the leading-order one of potential NRQED, $H=p^2/2m+V$. The potential is defined in momentum space by the exchange of one Coulomb photon,

$$\tilde V(q)=-\frac{4\pi Z\alpha\,\bar\mu^{2\varepsilon}}{q^2},\qquad \bar\mu^2=\frac{\mu^2e^{\gamma_E}}{4\pi},$$

where $\mu$ is the $\overline{\rm MS}$ scale, $\gamma_E$ is Euler's constant and $\alpha$ is dimensionless. The 1S state $\psi$ is the normalized, nodeless, spherically symmetric eigenfunction of this $d$-dimensional $H$, with energy $E$. Use

$$\kappa=mZ\alpha,\qquad L=\ln\frac{\mu}{2\kappa},\qquad D=\bar\mu^{2\varepsilon}|\psi(0)|^2 .$$

(a) Find $V(r)$ in $d$ dimensions and expand it to first order in $\varepsilon$.

(b) Find the first correction to $\psi(0)$ at small $r$, exactly in $\varepsilon$.

(c) Evaluate $\langle V^3\rangle/D$ through order $\varepsilon^0$.

(d) State how $\langle(\nabla V)^2\rangle$ is defined near $d=3$, and evaluate $\langle(\nabla V)^2\rangle/D$ through order $\varepsilon^0$. What pole results if the three-dimensional wave function $e^{-\kappa r}$ is used in place of $\psi$?

(e) Use the Schrödinger equation to relate the two expectation values exactly in $\varepsilon$, and check (d) with the relation.

(f) Find $E$ and $D$ through order $\varepsilon$, and give both expectation values fully expanded.

(g) Evaluate the residues and finite parts of $\langle V^3\rangle/m^2$ and $\langle(\nabla V)^2\rangle/m^3$ for hydrogen-like chlorine, $Z=17$, with $\mu=m_e$.

## Solution

Throughout, $\psi_0(z)=\Gamma'(z)/\Gamma(z)$ and $\psi_1(z)=\psi_0'(z)$. The values needed are $\psi_0(1)=-\gamma_E$, $\psi_0(\tfrac12)=-\gamma_E-2\ln2$ and $\psi_1(1)=\pi^2/6$, together with $\psi_0(z+1)=\psi_0(z)+1/z$ and $\psi_1(z+1)=\psi_1(z)-1/z^2$, which follow from $\Gamma(z+1)=z\Gamma(z)$.

### (a) The potential

Integration in non-integer $d$ is fixed by requiring that Gaussian integrals keep the form they have in integer $d$, where they factorize into $d$ one-dimensional integrals. For a radial function $\int d^dr=\Omega_d\int_0^\infty r^{d-1}dr$. Applied to $e^{-r^2}$, the left side is $\pi^{d/2}$, and the radial integral, with $t=r^2$, is $\tfrac12\Gamma(d/2)$. Hence

$$\Omega_d=\frac{2\pi^{d/2}}{\Gamma(d/2)} .$$

To transform $1/q^2$, write it as a superposition of Gaussians, $1/q^2=\int_0^\infty ds\,e^{-sq^2}$. Completing the square in each Cartesian component gives $\int\frac{dq_i}{2\pi}e^{iq_ix_i-sq_i^2}=(4\pi s)^{-1/2}e^{-x_i^2/4s}$, and the product of $d$ such factors gives

$$\int\frac{d^dq}{(2\pi)^d}\frac{e^{i\mathbf q\cdot\mathbf r}}{q^2}=\int_0^\infty ds\,(4\pi s)^{-d/2}e^{-r^2/4s}.$$

With $t=r^2/4s$ one has $4\pi s=\pi r^2/t$ and $|ds|=r^2\,dt/4t^2$, so the integral is

$$\frac{r^{2-d}}{4\pi^{d/2}}\int_0^\infty t^{d/2-2}e^{-t}dt=\frac{\Gamma(d/2-1)}{4\pi^{d/2}}\,r^{2-d}.$$

The $t$ integral converges at $t=0$ for $d>2$, that is $\varepsilon<\tfrac12$. Small $t$ is large $s$ and small $q$, so the failure at $d=2$ is an infrared one. Multiplying by $-4\pi Z\alpha\bar\mu^{2\varepsilon}$ and inserting $d/2-1=\tfrac12-\varepsilon$, $2-d=-1+2\varepsilon$,

$$V(r)=-C\,r^{-1+2\varepsilon},\qquad C=Z\alpha\,\bar\mu^{2\varepsilon}\,\Gamma(\tfrac12-\varepsilon)\,\pi^{\varepsilon-1/2}. \tag{1}$$

The factor $\bar\mu^{2\varepsilon}$ gives $V$ the dimension of mass, since $r^{-1+2\varepsilon}$ has mass dimension $1-2\varepsilon$. At $\varepsilon=0$, $\Gamma(\tfrac12)=\sqrt\pi$ gives $C=Z\alpha$.

The three $\varepsilon$-dependent factors expand as

$$\Gamma(\tfrac12-\varepsilon)=\sqrt\pi\,[1+\varepsilon(\gamma_E+2\ln2)],\qquad \pi^{\varepsilon}=1+\varepsilon\ln\pi,\qquad \bar\mu^{2\varepsilon}=\mu^{2\varepsilon}[1+\varepsilon(\gamma_E-\ln4\pi)].$$

Since $2\ln2+\ln\pi-\ln4\pi=0$,

$$C=Z\alpha\,\mu^{2\varepsilon}[1+2\gamma_E\varepsilon+O(\varepsilon^2)],\qquad V=-\frac{Z\alpha}{r}\Big[1+2\varepsilon(\ln\mu r+\gamma_E)+O(\varepsilon^2)\Big]. \tag{2}$$

The expansion of $V$ is one in $\varepsilon\ln\mu r$ and is not uniform at $r\to0$. It may be used inside an integral that converges at $d=3$, and it may not be used inside one that diverges there. The same rules give the expansion of the solid angle. From $1/\Omega_d=\tfrac12\Gamma(\tfrac32-\varepsilon)\pi^{\varepsilon-3/2}$, $\Gamma(\tfrac32)=\sqrt\pi/2$ and $\psi_0(\tfrac32)=2-\gamma_E-2\ln2$,

$$\frac1{\Omega_d}=\frac1{4\pi}[1+\varepsilon(-2+\gamma_E+\ln4\pi)],\qquad \frac{\bar\mu^{2\varepsilon}}{\Omega_d}=\frac{\mu^{2\varepsilon}}{4\pi}[1+\varepsilon(2\gamma_E-2)]. \tag{3}$$

A second route to (1) does the angular integral first. The average of $e^{ix\cos\theta}$ with weight $\sin^{d-2}\theta$ follows from the Beta integral $\langle\cos^{2k}\theta\rangle=\Gamma(k+\tfrac12)\Gamma(d/2)/[\Gamma(\tfrac12)\Gamma(k+d/2)]$ and $\Gamma(k+\tfrac12)/\Gamma(\tfrac12)=(2k)!/(4^kk!)$. Odd powers average to zero, and the series of $\cos(x\cos\theta)$ becomes $\Gamma(d/2)\sum_k(-1)^k(x/2)^{2k}/[k!\,\Gamma(k+d/2)]=\Gamma(d/2)(2/x)^{d/2-1}J_{d/2-1}(x)$. Because $\Omega_d\Gamma(d/2)2^{d/2-1}/(2\pi)^d=(2\pi)^{-d/2}$,

$$V(r)=(2\pi)^{-d/2}r^{1-d/2}\int_0^\infty q^{d/2}J_{d/2-1}(qr)\,\tilde V(q)\,dq .$$

The numerical check evaluates this oscillatory integral numerically and tests it against (1) for four values of $\varepsilon$ and two of $r$. For the transform of $4\pi/q^2$ at $\varepsilon=0.1$, $r=1$, both sides give $1.403243$.

### (b) The wave function near the origin

Write $\psi=\psi(0)R(r)$ with $R(0)=1$. For a radial function $\nabla^2=\partial_r^2+\frac{d-1}{r}\partial_r$, so

$$R''+\frac{d-1}{r}R'+2m\left(E+C\,r^{-1+2\varepsilon}\right)R=0,\qquad \nabla^2r^s=s(s+d-2)\,r^{s-2}. \tag{4}$$

The Laplacian annihilates $r^0$ and $r^{2-d}$ for $r>0$. The second of these is the Green function found in (a); its Laplacian contains $\delta^d(\mathbf r)$, for which $H$ has no source, so it is excluded. Acting on the leading term $R=1$, the potential produces $2mC\,r^{-1+2\varepsilon}$, which must be cancelled by the Laplacian of a term $a\,r^{s}$ with $s-2=-1+2\varepsilon$. Then $s=1+2\varepsilon$ and $s+d-2=2$, so $2(1+2\varepsilon)a+2mC=0$. The energy term $2mE$ is cancelled by $b\,r^2$ with $2d\,b+2mE=0$, and the product $2mCa\,r^{4\varepsilon}$ by a term in $r^{2+4\varepsilon}$. Thus

$$R=1+a\,r^{1+2\varepsilon}-\frac{mE}{d}r^2+O(r^{2+4\varepsilon}),\qquad a=-\frac{mC}{1+2\varepsilon}. \tag{5}$$

At $\varepsilon=0$, $a=-\kappa$, as in $e^{-\kappa r}$. The power and the coefficient both change in $d$ dimensions, and $a$ does not depend on $E$.

### (c) The expectation of $V^3$

With the measure $\Omega_dr^{2-2\varepsilon}dr$ and $V^3=-C^3r^{-3+6\varepsilon}$,

$$\langle V^3\rangle=-C^3\,\Omega_d\,|\psi(0)|^2\,I_3,\qquad I_3=\int_0^\infty r^{-1+4\varepsilon}R^2\,dr .$$

For $\varepsilon>0$ this integral converges and needs no prescription. Add and subtract the square of the three-dimensional function:

$$I_3=\int_0^\infty r^{-1+4\varepsilon}e^{-2\kappa r}dr+\int_0^\infty r^{-1+4\varepsilon}\left(R^2-e^{-2\kappa r}\right)dr .$$

In the second integral the bracket vanishes at the origin at least as fast as $r$, by (5), so the integral converges at $\varepsilon=0$ and near it, and the limit may be taken under the integral sign. There $R\to e^{-\kappa r}$, and the first-order change of $R$, constructed in (f), is $\varepsilon$ times a function that behaves as $r\ln r$ at small $r$. The second integral is therefore $O(\varepsilon)$. The first is $\Gamma(4\varepsilon)(2\kappa)^{-4\varepsilon}$, and $\Gamma(4\varepsilon)=\Gamma(1+4\varepsilon)/4\varepsilon=(1-4\varepsilon\gamma_E+\dots)/4\varepsilon$.

The prefactor must be kept to order $\varepsilon$, because it multiplies a pole. Replace $|\psi(0)|^2$ by $D/\bar\mu^{2\varepsilon}$. From (2), $C^3=(Z\alpha)^3\mu^{6\varepsilon}(1+6\gamma_E\varepsilon)$, and dividing by (3),

$$\frac{C^3\Omega_d}{\bar\mu^{2\varepsilon}}=4\pi(Z\alpha)^3\mu^{4\varepsilon}[1+\varepsilon(4\gamma_E+2)].$$

Collecting factors, with $(\mu/2\kappa)^{4\varepsilon}=1+4\varepsilon L$,

$$\langle V^3\rangle=-4\pi(Z\alpha)^3D\,\frac{1}{4\varepsilon}\Big[1+\varepsilon(4\gamma_E+2)-4\varepsilon\gamma_E+4\varepsilon L\Big].$$

Euler's constant cancels, and

$$\langle V^3\rangle=-\pi(Z\alpha)^3D\left[\frac1\varepsilon+2+4L\right]+O(\varepsilon). \tag{6}$$

The pole comes from $r\to0$ and is ultraviolet. It is proportional to $|\psi(0)|^2=\langle\delta^d(\mathbf r)\rangle$, so it has the form of a contact operator. In an energy level it has to cancel against other singular contributions of the same order in $Z\alpha$ or against a pole in the matching coefficient of the contact operator; the cancellation involves operators outside this problem. Those other poles also multiply the $d$-dimensional $|\psi(0)|^2$, which is the reason for keeping $D$ as a factor. $D$ has mass dimension $d+2\varepsilon=3$. The remaining factor $\mu^{4\varepsilon}$ ties the logarithm to the pole: $\mu^{4\varepsilon}/\varepsilon=1/\varepsilon+4\ln\mu$.

### (d) The expectation of $(\nabla V)^2$

From (1), $V'=C(1-2\varepsilon)r^{-2+2\varepsilon}$, so

$$\langle(\nabla V)^2\rangle=C^2(1-2\varepsilon)^2\,\Omega_d|\psi(0)|^2\,I_G,\qquad I_G=\int_0^\infty r^{-2+2\varepsilon}R^2dr .$$

This integral converges at the origin only for $\varepsilon>\tfrac12$. Near $d=3$ it is defined by analytic continuation from that region. The pole of $C$ at $\varepsilon=\tfrac12$ is no obstacle: with $\delta=\tfrac12-\varepsilon$, $C\propto1/\delta$ and $r^{-2\delta}=1-2\delta\ln r+\dots$, so the divergent part of $V$ is a constant, which shifts $E$ and leaves $R$ unchanged, while $C(1-2\varepsilon)\propto\Gamma(\tfrac32-\varepsilon)$ is finite. For $\varepsilon>\tfrac12$, where the Fourier integral of (a) diverges, $V$ is defined by continuing (1). The expectation value itself has a simple pole at $\varepsilon=\tfrac12$, visible in the middle term below, and the continuation passes around it in the complex $\varepsilon$ plane. To continue the integral, split it at any $r_0$ and separate the leading term of $R^2$, starting from $\varepsilon>\tfrac12$:

$$I_G=\int_0^{r_0}r^{-2+2\varepsilon}(R^2-1)\,dr+\frac{r_0^{-1+2\varepsilon}}{2\varepsilon-1}+\int_{r_0}^\infty r^{-2+2\varepsilon}R^2dr .$$

By (5), $R^2-1=2a\,r^{1+2\varepsilon}-\frac{2mE}{d}r^2+\dots$, so the first integrand starts with terms in $r^{-1+4\varepsilon}$ and $r^{2\varepsilon}$, the former leading for $\varepsilon<\tfrac12$, and the integral converges for all $\varepsilon>0$. The third converges always, and the middle term is explicit. For $\varepsilon<\tfrac12$ the middle term equals $-\int_{r_0}^\infty r^{-2+2\varepsilon}dr$, and the three pieces join:

$$I_G=\int_0^\infty r^{-2+2\varepsilon}\left(R^2-1\right)dr,\qquad 0<\varepsilon<\tfrac12. \tag{7}$$

This is the rule that the scaleless integral $\int_0^\infty r^{-2+2\varepsilon}dr$ is set to zero. With a cutoff $r>r_0$ in three dimensions the discarded piece would be $+4\pi(Z\alpha)^2|\psi(0)|^2/r_0$, a linear divergence, again of contact form. For the nodeless state (4) gives $(r^{d-1}R')'=-2m(E-V)r^{d-1}R$, which is negative inside the classical turning point and positive outside it; since $r^{d-1}R'$ vanishes at both ends, $R'<0$ everywhere and $R<1$. The integrand of (7) is therefore negative: the positive operator $(\nabla V)^2$ has a negative regulated expectation value, because an infinite positive term has been removed.

To isolate the pole, add and subtract the term that produces it, with a convergence factor:

$$I_G=2a\int_0^\infty r^{-1+4\varepsilon}e^{-2\kappa r}dr+\int_0^\infty r^{-2+2\varepsilon}\left[R^2-1-2a\,r^{1+2\varepsilon}e^{-2\kappa r}\right]dr .$$

The first integral is $2a\,\Gamma(4\varepsilon)(2\kappa)^{-4\varepsilon}$. In the second the bracket starts at order $r^2$ by (5), so it converges at $\varepsilon=0$, where $R^2=e^{-2\kappa r}$ and $a=-\kappa$. With $x=2\kappa r$ it is

$$2\kappa\int_0^\infty\frac{e^{-x}-1+xe^{-x}}{x^2}dx=2\kappa\left[\frac{1-e^{-x}}{x}\right]_0^\infty=2\kappa\,(0-1)=-2\kappa,$$

since $\frac{d}{dx}\frac{1-e^{-x}}{x}=\frac{e^{-x}}{x}-\frac{1-e^{-x}}{x^2}$ is the integrand. Inserting $a$ from (5),

$$\langle(\nabla V)^2\rangle=-2mC^3\Omega_d|\psi(0)|^2\,\Gamma(4\varepsilon)(2\kappa)^{-4\varepsilon}\,\frac{(1-2\varepsilon)^2}{1+2\varepsilon}-8\pi m(Z\alpha)^3D+O(\varepsilon),$$

where the last term is $(Z\alpha)^2\cdot4\pi\cdot D\cdot(-2\kappa)$. The first term is $2m\langle V^3\rangle$ of part (c) times $(1-4\varepsilon)(1-2\varepsilon)=1-6\varepsilon$ to this order. The $-6\varepsilon$ acts on the pole of (6) and gives $2m\cdot(-6\varepsilon)\cdot[-\pi(Z\alpha)^3D/\varepsilon]=+12\pi m(Z\alpha)^3D$. Therefore

$$\langle(\nabla V)^2\rangle=2m\langle V^3\rangle+(12-8)\,\pi m(Z\alpha)^3D+O(\varepsilon), \tag{8}$$

and with (6), $-2\pi m(Z\alpha)^3D\,[1/\varepsilon+2+4L-2]$, that is

$$\langle(\nabla V)^2\rangle=-2\pi m(Z\alpha)^3D\left[\frac1\varepsilon+4L\right]+O(\varepsilon). \tag{9}$$

If $R$ is replaced by $e^{-\kappa r}$, then (7) becomes $\int_0^\infty r^{-2+2\varepsilon}(e^{-2\kappa r}-1)dr=\Gamma(-1+2\varepsilon)(2\kappa)^{1-2\varepsilon}$. One integration by parts shows this: the boundary terms vanish for $0<\varepsilon<\tfrac12$, and what remains is $\frac{2\kappa}{2\varepsilon-1}\int r^{-1+2\varepsilon}e^{-2\kappa r}dr=\frac{\Gamma(2\varepsilon)}{2\varepsilon-1}(2\kappa)^{1-2\varepsilon}$. Its pole is $-2\kappa/2\varepsilon$, and with the prefactor $4\pi(Z\alpha)^2\kappa^3/\pi$ the result would be $-4m^4(Z\alpha)^6/\varepsilon$. The true pole, from (9) with $D\to\kappa^3/\pi$, is $-2m^4(Z\alpha)^6/\varepsilon$. The factor of two arises because the term $-2\kappa r$ gives $\int_0 r^{-1+2\varepsilon}dr\sim1/2\varepsilon$, while the true term $2a\,r^{1+2\varepsilon}$ gives $\int_0r^{-1+4\varepsilon}dr\sim1/4\varepsilon$. The program tests that the ratio of the two residues is 2, the true one being taken from a numerical solution of (4). In (c) the replacement was harmless through order $\varepsilon^0$ at fixed $D$, because the pole there comes from the term $R^2=1$, which both functions share.

Parts (a)–(d) have given the $d$-dimensional potential, the wave function near the origin, and both expectation values through order $\varepsilon^0$ with $D$ factored out. What remains is the exact relation between the two, the expansion of $E$ and $D$ through order $\varepsilon$ with the fully expanded results, and the numbers for hydrogen-like chlorine.
